# Methyl sticking enhanced by atomic hydrogen: the dangling-bond balance and its saturation

Suppose the growth of a hydrogenated carbon film from methyl radicals is described by a fixed sticking probability. If that number was found with methyl alone, the predicted growth can be too slow by a factor of about a hundred once atomic hydrogen is present. If it was found at one hydrogen flux and then scaled up in proportion to a larger one, the predicted growth can be too fast, because the enhancement levels off. In the simple site model developed below, both errors are avoided by following how many surface sites are open, a number set by the competition between the two radical fluxes. How far real films follow this model is taken up in the last two sections.

## Setting and assumptions

The film has $n_0$ surface sites per unit area. A site is either closed, meaning terminated by hydrogen, or open, meaning that it carries a dangling bond. The open fraction is $\theta$. The fluxes of atomic hydrogen and methyl, $j_H$ and $j_C$, count particles striking unit area per unit time, and $R=j_H/j_C$. Three reactions are considered:

- hydrogen striking a closed site abstracts its hydrogen with probability $p_a$; H$_2$ leaves and the site opens;
- hydrogen striking an open site adds there with probability $p_h$ and closes it;
- methyl striking an open site adds there with probability $p_c$ and closes it.

Each probability is conditional on the kind of site struck. The assumptions are these.

**A1.** Particles land at random, so a given site is struck at the rate $j/n_0$ by a species of flux $j$.

**A2.** Sites are alike and do not influence one another.

**A3.** An added methyl group leaves, on average, one closed site in place of the open one. The number $n_0$ then stays constant as the film grows.

**A4.** No other process opens or closes sites, and no carbon is removed.

The sticking probability $s$ is the number of methyl additions per incident methyl. Since a methyl must strike an open site and then react,
$$s=p_c\,\theta. \tag{1}$$

## The balance and its relaxation

**Lemma 1.** Under A1–A4,
$$n_0\frac{d\theta}{dt}=p_a j_H(1-\theta)-p_h j_H\theta-p_c j_C\theta. \tag{2}$$

*Proof.* By A1, a closed site opens at the rate $a=p_a j_H/n_0$, and an open site closes at the rate $b=(p_h j_H+p_c j_C)/n_0$. By A2 these rates do not depend on the neighbours. If $\theta$ is the probability that a site is open, then after a short time $dt$
$$\theta(t+dt)=\theta(t)\,(1-b\,dt)+[1-\theta(t)]\,a\,dt .$$
The first term counts open sites that stayed open, the second closed sites that opened. Subtracting $\theta(t)$, dividing by $dt$ and multiplying by $n_0$ gives (2). On a surface of many sites this probability is the open fraction. ∎

No mean-field approximation has been made: for independent sites the average obeys a closed equation. Interaction between neighbours would change this, and its size is estimated below.

**Lemma 2.** At constant fluxes, a surface that starts closed obeys
$$\theta(t)=\theta_{ss}\left(1-e^{-t/\tau}\right),\qquad \tau=\frac{n_0}{(p_a+p_h)j_H+p_c j_C}. \tag{3}$$

*Proof.* Equation (2) reads $d\theta/dt=a-(a+b)\theta$. Its stationary value is $\theta_{ss}=a/(a+b)$. The deviation $u=\theta-\theta_{ss}$ satisfies
$$\frac{du}{dt}=a-(a+b)(u+\theta_{ss})=-(a+b)u,$$
because $(a+b)\theta_{ss}=a$. Hence $u(t)=u(0)e^{-(a+b)t}$, with $u(0)=-\theta_{ss}$ for a closed start. Inserting $a$ and $b$ shows that $1/(a+b)$ is the stated $\tau$. ∎

The steady state may be used when the fluxes change slowly compared with $\tau$. If the fluxes are pulsed with a period much shorter than $\tau$ (evaluated at the mean fluxes), $\theta$ hardly changes within a period, and after the initial transient the steady formula holds with the time-averaged fluxes. For a single short pulse, or when the fluxes vary on a time comparable with $\tau$, (2) must be integrated.

## The theorem

**Theorem.** Let A1–A4 hold with $p_a,p_h,p_c>0$ and constant fluxes. The steady sticking probability of methyl is
$$s(R)=s_\infty\frac{R}{R+R_{1/2}},\qquad s_\infty=\frac{p_c p_a}{p_a+p_h},\qquad R_{1/2}=\frac{p_c}{p_a+p_h}. \tag{4}$$
It rises with $R$ from zero, reaches half its ceiling at $R=R_{1/2}$, and tends to $s_\infty$ for $R\gg R_{1/2}$.

*Proof.* Set the left side of (2) to zero and divide by $j_C$:
$$p_aR(1-\theta)=(p_hR+p_c)\,\theta. \tag{5}$$
Moving the term $-p_aR\theta$ to the right gives $p_aR=[(p_a+p_h)R+p_c]\theta$, so
$$\theta=\frac{p_aR}{(p_a+p_h)R+p_c}. \tag{6}$$
Multiply by $p_c$, as (1) requires, and divide numerator and denominator by $p_a+p_h$. This is (4). Its derivative,
$$\frac{ds}{dR}=s_\infty\frac{(R+R_{1/2})-R}{(R+R_{1/2})^2}=\frac{s_\infty R_{1/2}}{(R+R_{1/2})^2}, \tag{7}$$
is positive, so $s$ rises steadily. Setting $R=R_{1/2}$ gives $s=s_\infty/2$, and $R/(R+R_{1/2})\to1$ as $R\to\infty$. ∎

**Remark 1 (the two limits).** From (4),
$$\frac{s_\infty}{R_{1/2}}=\frac{p_cp_a}{p_a+p_h}\cdot\frac{p_a+p_h}{p_c}=p_a .$$
For $R\ll R_{1/2}$, therefore, $s\simeq p_aR$. Neither $p_c$ nor $p_h$ appears: nearly every bond that hydrogen opens is taken by methyl, and abstraction sets the pace. For $R\gg R_{1/2}$ the open fraction is $p_a/(p_a+p_h)$, the value hydrogen would maintain with no methyl at all. Methyl then merely samples a surface prepared by hydrogen.

**Remark 2 (why it saturates).** The left side of (5) is the number of bonds opened per incident methyl. Of these, methyl takes the share
$$f=\frac{p_c\theta}{(p_hR+p_c)\theta}=\frac{p_c}{p_hR+p_c}, \tag{8}$$
so that $s=p_aR(1-\theta)f$. At large $R$ the supply of opened bonds grows as $R$, while $f$ falls as $p_c/(p_hR)$. Their product stops growing because hydrogen closes the bonds it has opened.

If $p_h=0$, then $f=1$ and this cause is absent. Equation (6) still gives a ceiling, now $s\to p_c$, because abstraction runs out of closed sites. The half-saturation ratio becomes $p_c/p_a$. Saturation as such therefore does not require hydrogen addition; a ceiling well below $p_c$ does, in this model.

**Remark 3 (what is held fixed).** The carbon addition rate per area is
$$\Gamma=s\,j_C=\frac{s_\infty\, j_H j_C}{j_H+R_{1/2}\,j_C}.$$
At fixed methyl flux, raising $j_H$ brings $\Gamma$ to $s_\infty j_C$. At fixed hydrogen flux, raising $j_C$ brings it to $s_\infty j_H/R_{1/2}=p_aj_H$, the rate at which hydrogen opens an almost fully closed surface. At fixed total flux $J=j_H+j_C$, we have $j_C=J/(1+R)$ and
$$\frac{s_\infty J}{\Gamma}=\frac{(R+R_{1/2})(1+R)}{R}=R+1+R_{1/2}+\frac{R_{1/2}}{R}.$$
The derivative of the right side, $1-R_{1/2}/R^2$, vanishes at $R=\sqrt{R_{1/2}}$, where $\Gamma$ is largest. Beyond that point more hydrogen slows the addition of carbon, although $s$ still rises.

**Remark 4 (reading data).** The reciprocal of (4) is a straight line in $1/R$:
$$\frac1s=\frac1{s_\infty}+\frac{1}{p_aR}. \tag{9}$$
The slope is $1/p_a$ and the intercept $1/s_\infty$, provided that sticking without hydrogen is negligible at every $R$ used. Steady sticking data fix only these two combinations, so $p_h$ and $p_c$ cannot be separated from them. The loss of hydrogen supplies a third relation.

## Loss of atomic hydrogen

**Proposition 1.** The probability that an incident hydrogen atom reacts is
$$\beta_H=p_a(1-\theta)+p_h\theta\;\longrightarrow\;\frac{2p_ap_h}{p_a+p_h}\qquad(R\to\infty). \tag{10}$$

*Proof.* The two terms are abstraction on closed sites and addition on open ones. For $R\to\infty$, $\theta\to p_a/(p_a+p_h)$ and $1-\theta\to p_h/(p_a+p_h)$. Each term tends to $p_ap_h/(p_a+p_h)$. ∎

The equality of the two terms expresses surface recombination. One atom adds, a later one abstracts, and two atoms have become one H$_2$ molecule. At finite $R$ abstraction exceeds addition, since methyl closes some of the sites.

The limit can be written $\beta_H=2p_a(1-\theta_\infty)$, with $\theta_\infty$ the saturated open fraction. In principle it yields $\theta_\infty$ and hence $p_h$. When $\theta_\infty$ is small, it is found as a small difference from one, so $\beta_H$ and $p_a$ must be known very accurately. All the loss must also occur at the surface sites. In a real soft film hydrogen can react below the surface too, and with the values of the example below, an extra loss of only 0.0004 would make the inferred $\theta_\infty$ zero.

## A finite enhancement factor

Equation (4) gives $s(0)=0$, so the ratio $s(R)/s(0)$ has no finite value. A hydrogen-free channel is needed. Let methyl striking a closed site abstract its hydrogen with probability $p_m$, leaving as methane. For sticking, though not for the loss of methyl from the gas, this may also serve as an effective description of whatever opens sites in proportion to the methyl flux.

**Proposition 2.** With this channel,
$$\theta=\frac{p_aR+p_m}{(p_a+p_h)R+p_m+p_c},\qquad s(0)=\frac{p_cp_m}{p_m+p_c}, \tag{11}$$
and hydrogen raises sticking if and only if $p_ap_c>p_mp_h$.

*Proof.* The opening term in (5) becomes $(p_aR+p_m)(1-\theta)$; solving for $\theta$ as before gives (11). Call its numerator $N$ and its denominator $D$. Then
$$\frac{d\theta}{dR}=\frac{p_aD-(p_a+p_h)N}{D^2}.$$
In the upper line, $p_aD=p_a(p_a+p_h)R+p_ap_m+p_ap_c$ and $(p_a+p_h)N=(p_a+p_h)p_aR+p_ap_m+p_hp_m$. The difference is $p_ap_c-p_hp_m$, whose sign does not depend on $R$. ∎

Written as $p_a/p_h>p_m/p_c$, the condition compares the ratio of open to closed sites under hydrogen alone with that under methyl alone. Hydrogen helps if it is the better opener in this sense. The ceiling $s_\infty$ is unchanged, since $p_m$ and $p_c$ drop out of $\theta$ at large $R$. In this extended model the total reaction probability of methyl is $s+p_m(1-\theta)$, which exceeds the sticking probability. Without hydrogen it is exactly $2s$, because in the steady state each addition is matched by one abstraction. Loss measured in the gas approximates sticking only when $p_m(1-\theta)\ll s$.

## Sticking saturates, net growth does not

**Proposition 3.** Let each incident hydrogen atom also remove $Y$ carbon atoms on average, with $Y$ constant, $0<Y<p_a$, and the effect of removal on $\theta$ neglected. The net carbon gain per incident methyl, $g=s-YR$, is largest at
$$R_{best}=\sqrt{\frac{s_\infty R_{1/2}}{Y}}-R_{1/2} \tag{12}$$
and falls to zero at $R_0=s_\infty/Y-R_{1/2}$.

*Proof.* There are $R$ hydrogen atoms per methyl, hence the loss $YR$. By (7), $dg/dR=0$ means $(R+R_{1/2})^2=s_\infty R_{1/2}/Y$, which gives (12). It is a maximum because (7) decreases with $R$, and it is positive when $s_\infty/R_{1/2}=p_a>Y$. For $R>0$, $g=0$ means $s_\infty/(R+R_{1/2})=Y$, which gives $R_0$. ∎

## Worked example

Take rough typical values for soft hydrogenated amorphous carbon near 320 K, facing a remote methane/hydrogen plasma: $p_a=0.005$, $p_h=0.12$, $p_c=0.3$, $n_0=10^{15}$ cm$^{-2}$, $j_C=10^{15}$ cm$^{-2}$ s$^{-1}$ and $R=10$. Then
$$s_\infty=\frac{0.3\times0.005}{0.125}=0.012,\qquad R_{1/2}=\frac{0.3}{0.125}=2.4,$$
$$s(10)=0.012\times\frac{10}{12.4}=0.0097 .$$
This is 81 % of the ceiling, with 3.2 % of the sites open. Reaching 90 % requires $R=9R_{1/2}=21.6$.

Methyl takes the share $f=0.3/(1.2+0.3)=0.20$ of the opened bonds; hydrogen recloses the other four fifths. Without hydrogen addition, $s$ at the same $R$ would be 0.043, on the way to a ceiling of 0.3 with half-saturation at $R=60$.

The relaxation time is $\tau=10^{15}/(1.25\times10^{15}+0.3\times10^{15})=0.65$ s. One methyl is added per site in $n_0/(sj_C)=103$ s. The open fraction thus settles long before a layer has grown. With a rough carbon density of $6\times10^{22}$ cm$^{-3}$, the growth rate without erosion is $sj_C/(6\times10^{22}\ \mathrm{cm^{-3}})=1.6\times10^{-10}$ cm/s, or 5.8 nm/h.

The formula was tested against a simulation in which random particles strike 40,000 sites, 700 hits per site, with the first 300 discarded. Sticking was counted directly, without using (2):

| $R$ | formula | counted | standard error |
|---|---|---|---|
| 0.5 | 0.00207 | 0.00206 | 0.00001 |
| 2.4 | 0.00600 | 0.00604 | 0.00004 |
| 10 | 0.00968 | 0.00979 | 0.00008 |
| 100 | 0.01172 | 0.01161 | 0.00027 |

All four counts lie within the required five standard errors. The same simulation tested Proposition 2 where hydrogen should do harm. With $p_m=0.05$, $p_ap_c=0.0015$ is less than $p_mp_h=0.006$, and the counted sticking fell from 0.043 at $R=0$ to 0.019 at $R=10$, as (11) predicts.

For the film itself a rough $p_m=10^{-4}$ is more suitable. It gives $s(0)=1.0\times10^{-4}$ and an enhancement of 97 at $R=10$, while changing $s(10)$ by only 0.2 %.

## What the model leaves out, for these numbers

**Surface temperature.** From (6), $\ln\theta=\ln(p_aR)-\ln[(p_a+p_h)R+p_c]$, so
$$\frac{\partial\ln s}{\partial\ln p_a}=1-\frac{p_aR}{(p_a+p_h)R+p_c}=1-\theta .$$
With few open sites, $s$ is nearly proportional to $p_a$. If abstraction had a barrier of 0.1 eV governed by the surface temperature (an assumed value), a surface 20 K warmer would have $p_a$ larger by a factor 1.24 and $s$ larger by 23 %. The size of this change depends directly on the assumed barrier.

**Pairing of neighbouring open bonds.** Consider a strong case: each site has four neighbours, and a bond opened beside an open one joins it at once, after which both count as ordinary closed sites. Solving the full set of rate equations for a periodic lattice of 3 by 4 sites gives $\theta=0.0258$, so $s$ is 20 % lower. A 3 by 3 lattice agreed within 1 %. The size can be understood from a mean-field estimate. A newly opened bond has an open neighbour with probability about $4\theta\simeq0.10$. It then removes one open site instead of adding one, which lowers the net supply by about twice that probability.

**Film composition.** Each methyl brings three hydrogen atoms, and in the steady state abstraction exceeds hydrogen addition by one atom per methyl added. The model therefore deposits two hydrogen atoms per carbon, whereas soft films hold roughly one. Suppose the excess leaves because open bonds pair up and cross-link the film. This uses one further open bond per methyl added, so the balance becomes $0.05(1-\theta)=(1.5+0.3)\,\theta$. It gives $\theta=0.027$ and $s=0.0081$, 16 % lower than in the example. This is another estimate of the pairing effect above, not an addition to it.

**Erosion.** For a rough yield $Y=10^{-4}$, the loss is $YR=0.001$ per methyl, and net growth is 10 % lower. Equation (12) gives $R_{best}=\sqrt{288}-2.4=14.6$, with a net gain of 0.0088, and growth ends at $R_0=120-2.4=117.6$. With this yield, the plateau of sticking at $R=100$ is of little use for growing the film. These numbers depend strongly on $Y$. For $Y=10^{-3}$ the same formulas give $R_{best}=3.0$ and $R_0=9.6$, so the example at $R=10$ would lose carbon. The effect of removal on $\theta$ is then no longer small: if each removal opened a site, $R_0$ would be 11.9.

**Ions.** If ions land at random and each one that strikes a closed site opens it, a remote-plasma ion flux of $10^{12}$ cm$^{-2}$ s$^{-1}$ raises $s$ by 1.9 %. At $5\times10^{13}$ cm$^{-2}$ s$^{-1}$ ions would match $p_aj_H$. The opening term per methyl would double from 0.05 to 0.10, giving $\theta=0.10/1.60=0.0625$ and $s=0.019$, about twice the value without ions.

**Thermal release of methyl.** With a rough barrier of 1.6 eV and an attempt rate of $10^{13}$ s$^{-1}$, release at 320 K occurs at $6\times10^{-13}$ s$^{-1}$ per group, which is negligible. If every group could leave at this rate and the probabilities kept their 320 K values, release would reach a tenth of the site renewal rate near 504 K and match it near 540 K. These are low estimates. Breaking a plain C–C bond takes roughly 4 eV, so a barrier of 1.6 eV suits only a group beside a dangling bond. Weighting the rate by the open fraction 0.032 moves the two temperatures to about 555 and 596 K. Letting $p_a$ rise with the 0.1 eV barrier assumed above moves them instead to about 522 and 560 K. A4 therefore fails gradually somewhere between about 500 and 600 K.

## Beside the real process

On soft hydrogenated carbon near room temperature, methyl sticking is roughly $10^{-4}$ without atomic hydrogen and roughly $10^{-2}$ with ample hydrogen. The example falls in this range, but its parameters were chosen to do so, so the agreement in size does not confirm the mechanism. In the example, small independent uncertainties of equal relative size in the three probabilities make the calculated sticking about 1.5 times as uncertain as each of them. One assumption that can fail in a plasma reactor is the absence of ions: on a surface in direct contact with the discharge, the ion flux can reach the level at which the example's sticking doubles. As a design rule for a remote source at fixed methyl flux, more hydrogen brings diminishing returns: from $R=3R_{1/2}$ sticking can still rise by a third, from $R=9R_{1/2}$ by only a ninth. With erosion, net growth is largest near $R_{best}$. The rule assumes that ions, thermal release and methyl abstraction are weak, and that $Y$ is constant and much smaller than $p_a$. The full set of computed values is in the numerical output.

## Numbers as computed

```
Probabilities p_a, p_h, p_c: 0.005, 0.12, 0.3
Site density: 1.0e+15 cm^-2
Methyl flux: 1.0e+15 cm^-2 s^-1
Hydrogen flux: 1.0e+16 cm^-2 s^-1; ratio R = 10
Surface temperature: 320 K
Carbon density of film: 6.0e+22 cm^-3
Saturated open fraction: 0.0400
Saturated sticking s_inf: 0.01200
Half-saturation ratio R_half: 2.40
Ratio for 90 % of saturation: 21.6
Open fraction at R = 10: 0.03226
Sticking at R = 10: 0.00968 (80.6 % of s_inf)
R, s formula, s particle count, standard error:
     0.5  0.00207  0.00206  0.00001
     2.4  0.00600  0.00604  0.00004
    10.0  0.00968  0.00979  0.00008
   100.0  0.01172  0.01161  0.00027
Reciprocal line: intercept 83.333, slope 200.000
Methyl share of opened bonds: 0.2000, counted 0.2014
Hydrogen loss probability: 0.00871, counted 0.00875
Hydrogen loss probability, large R: 0.00960
No H addition, R = 10: s = 0.04286, counted 0.04288
No H addition: ceiling 0.30, R_half 60
Relaxation time: 0.645 s
Site renewal time: 103.3 s
Growth rate without erosion: 5.81 nm/h
Reversed case p_m = 0.05: s formula, s counted
  R = 0:  0.04286  0.04279
  R = 10: 0.01875  0.01868
Neglected effects at R = 10:
Methyl abstraction p_m = 1e-04: s(0) = 9.997e-05
  s(10) = 0.00970, change +0.19 %
  enhancement s(10)/s(0) = 97.0
Erosion yield 1e-04 per H: net gain 0.00868
  change of net growth -10.3 %
  best R = 14.57, net gain there 0.00885
  net growth ends at R = 117.6
Ion flux 1e+12 cm^-2 s^-1: s change +1.93 %
  ion flux equal to p_a*j_H: 5.0e+13 cm^-2 s^-1
Strong pairing: open fraction 0.02582, s change -19.9 %
Barrier 0.1 eV, 20 K warmer: p_a times 1.238, s change +22.8 %
Methyl release, 1.6 eV, 1e+13 s^-1: 6.3e-13 s^-1 at 320 K
  release matches site renewal at 537 K
```
